# The energy scale of single-flux-quantum switching and the Landauer bound: a numerical check

```python
# Result under test: in a uniform Josephson transmission line each junction
# dissipates Ib*Phi0 per single-flux-quantum pulse, so Ic*Phi0 is the energy
# scale (and ceiling) of switching; it is compared with k*T*ln(2).
# Ic critical current, Ib dc bias, Phi0 = h/2e, R shunt, C capacitance,
# L coupling inductance, EJ = Ic*Phi0/(2 pi), T temperature. SI units inside.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, trapezoid

k, hbar, e = const.k, const.hbar, const.e
Phi0 = const.h / (2 * e)
phi_red = hbar / (2 * e)          # voltage = phi_red * d(phase)/dt
ps = 1e-12

# Chosen inputs, rough values for Nb/AlOx/Nb junctions
T, T_room = 4.2, 300.0
Ic, area_um2, C, L = 1e-4, 1.0, 70e-15, 5e-12
bias_fraction = 0.7
Ib = bias_fraction * Ic
R = np.sqrt(phi_red / (Ic * C))   # damping parameter equal to one
V_gap, V_supply, f_clock = 2.8e-3, 2.5e-3, 20e9
practical_cooling = 400.0         # W at room temperature per W at 4.2 K


def run_line(fraction, R_shunt, L_cell, n_junctions=24, t_end=100.0):
    """Send one flux quantum down the line; time in ps, voltages in V."""
    rest = np.arcsin(fraction)
    conductance = np.full(n_junctions, 1 / R_shunt)
    conductance[-1] *= 2          # load resistor absorbs the pulse at the end

    def rhs(t, y):
        phase, rate = y[:n_junctions], y[n_junctions:]   # rate per ps
        driven = rest + np.pi * (1 + np.tanh(t - 8.0))
        left = np.concatenate(([driven], phase[:-1]))
        right = np.concatenate((phase[1:], [phase[-1]]))
        coupling = phi_red / L_cell * (left - 2 * phase + right)
        current = (fraction * Ic - Ic * np.sin(phase) + coupling
                   - conductance * phi_red * rate / ps)
        return np.concatenate((rate, current * ps**2 / (phi_red * C)))

    start = np.concatenate((np.full(n_junctions, rest), np.zeros(n_junctions)))
    times = np.linspace(0, t_end, 10001)
    sol = solve_ivp(rhs, (0, t_end), start, method="DOP853", t_eval=times,
                    rtol=1e-8, atol=1e-10, max_step=0.2)
    assert sol.success
    voltage = phi_red * sol.y[n_junctions:] / ps
    pulse_area = trapezoid(voltage, times * ps, axis=1)
    heat = trapezoid(voltage**2, times * ps, axis=1) * conductance
    return times, voltage, pulse_area, heat


# Dissipation from the simulated voltage against the work of the bias
cases = [("reference line", bias_fraction, R, L),
         ("bias 0.5 Ic", 0.5, R, L),
         ("shunt R/1.5", bias_fraction, R / 1.5, L),
         ("inductance 2L", bias_fraction, R, 2 * L)]
mid = 12
results = []
for name, fraction, R_case, L_case in cases:
    times, voltage, pulse_area, heat = run_line(fraction, R_case, L_case)
    assert np.allclose(pulse_area / Phi0, 1, atol=1e-4), name
    assert abs(heat[mid] / (fraction * Ic * Phi0) - 1) < 1e-3, name
    peaks = voltage.max(axis=1)
    assert abs(peaks[mid + 1] / peaks[mid] - 1) < 1e-3, name
    results.append((name, heat[mid], fraction * Ic * Phi0))
    if name == "reference line":
        V_peak = peaks[mid]
        area_mid = pulse_area[mid]
        first_heat = heat[0]
        centre = trapezoid(voltage * times, times, axis=1) / trapezoid(
            voltage, times, axis=1)
        delay = centre[mid + 1] - centre[mid]

# Landauer bound from slow raising of one of two equally likely levels
slow_work = quad(lambda x: np.exp(-x) / (1 + np.exp(-x)), 0, np.inf)[0]
assert abs(slow_work - np.log(2)) < 1e-8
step = 2.0
levels = np.arange(0, 20, step)
step_work = np.sum(step / (1 + np.exp(levels)))
assert step_work > np.log(2)
landauer = k * T * np.log(2)
E_scale, E_pulse = Ic * Phi0, Ib * Phi0
ratio = E_scale / landauer
assert abs(E_scale / 2e-19 - 1) < 0.05
assert abs(ratio / 5000 - 1) < 0.05

# Barrier against an unwanted slip: formula against extrema of the potential
EJ = Ic * phi_red
i = bias_fraction
barrier = 2 * EJ * (np.sqrt(1 - i**2) - i * np.arccos(i))


def potential(phase):
    return -EJ * (np.cos(phase) + i * phase)


grid = np.linspace(0, np.pi, 200001)
U = potential(grid)
assert abs((U.max() - U.min()) / barrier - 1) < 1e-6
omega = np.sqrt(Ic * np.sqrt(1 - i**2) / (phi_red * C))
log_rate = np.log10(omega / (2 * np.pi)) - barrier / (k * T * np.log(10))

# Growth rate at the barrier top sets the tunnelling crossover temperature
damping = 1 / (2 * R * C)
growth = np.sqrt(omega**2 + damping**2) - damping
top, h = grid[np.argmax(U)], 1e-3
curvature = (potential(top + h) - 2 * potential(top) + potential(top - h)) / h**2
stiffness = -curvature / (C * phi_red**2) * ps**2
eigenvalues = np.linalg.eigvals([[0, 1], [stiffness, -ps / (R * C)]])
assert abs(eigenvalues.real.max() / (growth * ps) - 1) < 1e-4
T_cross = hbar * growth / (2 * np.pi * k)
assert T_cross < T and V_peak < V_gap

# Supply and cooling overheads
P_idle, P_pulse = Ib * V_supply, E_pulse * f_clock
carnot_work = (T_room - T) / T
wall_ideal = E_scale * (1 + carnot_work)
ratio_room = wall_ideal / (k * T_room * np.log(2))
assert abs(ratio_room / ratio - 1) < 1e-10

print(f"Critical current Ic: {Ic*1e3:.2f} mA; bias Ib: {Ib*1e3:.3f} mA")
print(f"Junction area: {area_um2:.1f} um2")
print(f"Current density: {Ic/(area_um2*1e-8)/1e3:.1f} kA/cm2")
print(f"Capacitance C: {C*1e15:.0f} fF; inductance L: {L*1e12:.1f} pH")
print(f"Shunt R: {R:.2f} ohm; Ic R: {Ic*R*1e3:.3f} mV")
print(f"Temperature: {T:.1f} K; room: {T_room:.0f} K")
print(f"Flux quantum Phi0: {Phi0:.4e} Wb = {Phi0*1e15:.3f} mV ps")
print(f"Energy scale Ic Phi0: {E_scale:.3e} J = {E_scale/e:.3f} eV")
print(f"Bias work Ib Phi0: {E_pulse:.3e} J")
print(f"Thermal energy kT: {k*T:.3e} J")
print(f"Landauer bound kT ln2: {landauer:.3e} J")
print(f"Ratio Ic Phi0/(kT ln2): {ratio:.0f}")
print(f"Ratio Ib Phi0/(kT ln2): {E_pulse/landauer:.0f}")
print(f"Slow erasure work: {slow_work:.4f} kT")
print(f"Erasure in sudden steps of {step:.0f} kT: {step_work:.4f} kT")
print("Simulated line, junction 13 of 24:")
for name, simulated, predicted in results:
    print(f"  {name}: heat {simulated:.4e} J, Ib Phi0 {predicted:.4e} J")
print(f"Reference pulse area: {area_mid/Phi0:.5f} Phi0")
print(f"Reference peak voltage: {V_peak*1e3:.3f} mV")
print(f"Reference delay per junction: {delay:.3f} ps")
print(f"Heat in first junction (not steady): {first_heat:.3e} J")
print(f"Josephson energy EJ: {EJ:.3e} J; EJ/kT: {EJ/(k*T):.0f}")
print(f"Slip barrier at bias: {barrier:.3e} J = {barrier/(k*T):.1f} kT")
print(f"Small-oscillation frequency at bias: {omega/(2*np.pi)/1e9:.0f} GHz")
print(f"log10 of thermal slip rate in 1/s: {log_rate:.1f}")
print(f"Tunnelling crossover temperature: {T_cross:.2f} K")
print(f"Rough gap voltage: {V_gap*1e3:.1f} mV")
print(f"Bias supply: {V_supply*1e3:.1f} mV; clock: {f_clock/1e9:.0f} GHz")
print(f"Bias resistor: {V_supply/Ib:.1f} ohm")
print(f"Idle power: {P_idle*1e9:.1f} nW; pulse power: {P_pulse*1e9:.2f} nW")
print(f"Idle power / pulse power: {P_idle/P_pulse:.1f}")
print(f"Ideal cooling work: {carnot_work:.1f} W per W")
print(f"Ic Phi0 with ideal cooling: {wall_ideal:.3e} J")
print(f"Its ratio to kT ln2 at room temperature: {ratio_room:.0f}")
print(f"Rough practical cooling: {practical_cooling:.0f} W per W")
print(f"Ic Phi0 with it: {E_scale*(1+practical_cooling):.2e} J")
print("all good")
```

It prints:

```
Critical current Ic: 0.10 mA; bias Ib: 0.070 mA
Junction area: 1.0 um2
Current density: 10.0 kA/cm2
Capacitance C: 70 fF; inductance L: 5.0 pH
Shunt R: 6.86 ohm; Ic R: 0.686 mV
Temperature: 4.2 K; room: 300 K
Flux quantum Phi0: 2.0678e-15 Wb = 2.068 mV ps
Energy scale Ic Phi0: 2.068e-19 J = 1.291 eV
Bias work Ib Phi0: 1.447e-19 J
Thermal energy kT: 5.799e-23 J
Landauer bound kT ln2: 4.019e-23 J
Ratio Ic Phi0/(kT ln2): 5145
Ratio Ib Phi0/(kT ln2): 3601
Slow erasure work: 0.6931 kT
Erasure in sudden steps of 2 kT: 1.2801 kT
Simulated line, junction 13 of 24:
  reference line: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
  bias 0.5 Ic: heat 1.0339e-19 J, Ib Phi0 1.0339e-19 J
  shunt R/1.5: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
  inductance 2L: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
Reference pulse area: 1.00000 Phi0
Reference peak voltage: 0.829 mV
Reference delay per junction: 1.262 ps
Heat in first junction (not steady): 1.794e-19 J
Josephson energy EJ: 3.291e-20 J; EJ/kT: 568
Slip barrier at bias: 1.036e-20 J = 178.6 kT
Small-oscillation frequency at bias: 280 GHz
log10 of thermal slip rate in 1/s: -66.1
Tunnelling crossover temperature: 1.22 K
Rough gap voltage: 2.8 mV
Bias supply: 2.5 mV; clock: 20 GHz
Bias resistor: 35.7 ohm
Idle power: 175.0 nW; pulse power: 2.89 nW
Idle power / pulse power: 60.4
Ideal cooling work: 70.4 W per W
Ic Phi0 with ideal cooling: 1.477e-17 J
Its ratio to kT ln2 at room temperature: 5145
Rough practical cooling: 400 W per W
Ic Phi0 with it: 8.29e-17 J
all good
```
